# Annealed Quasirandom Cells and the First Unmatched Neighbour Shell

A random binary alloy can be represented by a small periodic cell whose atoms are placed so that its short-range cluster correlations equal those of the infinite random alloy, or come as close to them as the cell allows. Such a cell is a special quasirandom structure (SQS). For pair interactions its energy error per atom, relative to the random alloy on the same lattice at the same composition, is

$$\Delta E=\sum_s \frac{z_s}{2}J_s\,\delta_s,\qquad \delta_s=\Pi_s-(2x-1)^2 .\tag{1}$$

Here $x$ is the fraction of B atoms, $z_s$ the number of neighbours on shell $s$, $J_s$ the pair energy and $\Pi_s$ the mean product of the spins of two atoms on that shell, with $\sigma=+1$ for B and $-1$ for A. If shells $1,\dots,n$ are matched, the sum begins at shell $n+1$. When $J_s$ decays fast enough, the root-mean-square (rms) error over many cells follows that first unmatched term. With the slowly or irregularly decaying $J_s$ of another alloy it need not.

## Where the targets and the error come from

In the random alloy each site is filled independently, so

$$\langle\sigma\rangle=x-(1-x)=2x-1\equiv m,\qquad \langle\sigma_1\cdots\sigma_k\rangle=\langle\sigma_1\rangle\cdots\langle\sigma_k\rangle=m^k$$

for $k$ distinct sites. The pair model assigns $J_s\sigma_i\sigma_j$ to each pair, counted once. An atom has $z_s$ neighbours on shell $s$ and shares each pair with one other atom, so

$$E=\sum_s\frac{z_s}{2}J_s\Pi_s,\qquad E_{\rm rand}=m^2\sum_s\frac{z_s}{2}J_s .$$

Their difference is equation (1). Terms that depend on composition alone cancel, because $x$ is held fixed.

The example is an fcc lattice with $x=1/4$, so $m=-1/2$ and the pair, triangle and tetrahedron targets are $1/4$, $-1/8$ and $1/16$. Shell $s\le 6$ lies at $r^2=sa^2/2$, with $z=12,6,24,12,24,8$. I take $J_1=20$ meV and multiply by $-1/5$ from each shell to the next, up to shell 6. Then

$$E_{\rm rand}=\tfrac14(120-12+9.6-0.96+0.384-0.026)=29.25\ \text{meV/atom}.$$

Large crystals filled site by site at random gave $29.46\pm0.28$ meV/atom, and $-0.127\pm0.003$ and $0.064\pm0.003$ for the triangle and tetrahedron correlations.

## What goes wrong with random filling

The naive scheme puts the right number of B atoms on random sites of a periodic cell. Take $N=64$ sites, four primitive translations along each axis, with 16 B atoms. This filling has a bias and a spread.

For the bias, let $\Pi(\mathbf R)=N^{-1}\sum_i\sigma_i\sigma_{i+\mathbf R}$, where $\mathbf R$ runs over the $N$ translations that are distinct within the cell. Summing over $\mathbf R$ lets the second spin visit every site once:

$$\sum_{\mathbf R}\Pi(\mathbf R)=\frac1N\Big(\sum_i\sigma_i\Big)^2=Nm^2 .$$

The term $\mathbf R=0$ equals 1. Removing it, and subtracting $m^2$ from each of the other $N-1$ terms, gives

$$\sum_{\mathbf R\ne0}\big[\Pi(\mathbf R)-m^2\big]=Nm^2-1-(N-1)m^2=-(1-m^2)\equiv-v .\tag{2}$$

This holds for every filling with the right composition. Random filling treats all $\mathbf R\neq0$ alike, so its mean deviation is $-v/(N-1)=-0.75/63=-0.0119$. The physical reason is simple: once one B atom is placed, fewer remain for the other sites.

For the spread, write $\sigma_i=m+\tau_i$ with $\sum_i\tau_i=0$. The terms linear in $\tau$ vanish, leaving

$$\delta_s=\frac{1}{Nz_s}\sum_{ij}C_{ij}\tau_i\tau_j,$$

where $C_{ij}=1$ for neighbours on shell $s$ and 0 otherwise. To leading order in $1/N$, replace $\tau_i$ by $g_i-\bar g$, with independent $g_i$ of zero mean and variance $v$. Each row of $C$ sums to $z$, so subtracting the mean turns $C$ into $B_{ij}=C_{ij}-z/N$. The off-diagonal part of $\sum B_{ij}g_ig_j$ has variance $2v^2\sum_{i\ne j}B_{ij}^2$; the factor 2 arises because each pair appears twice in the sum. One row contributes

$$z\Big(1-\frac zN\Big)^2+(N-1-z)\frac{z^2}{N^2}
=z\Big(1-\frac zN-\frac z{N^2}\Big)\simeq z\Big(1-\frac{z}{N-1}\Big).$$

The small, constant diagonal of $B$ is neglected. Multiplying by $N$ rows and dividing by $(Nz)^2$ gives

$$\text{spread of }\delta_s\simeq v\sqrt{\frac{2}{Nz_s}\Big(1-\frac{z_s}{N-1}\Big)} .\tag{3}$$

For shells 1 to 3 this is 0.0344, 0.0515 and 0.0213; 4000 random cells gave 0.0348, 0.0517 and 0.0211. Equation (3) assumes that all neighbours on the shell are different sites of the cell. Shell 4 already breaks this, because opposite neighbours there are periodic copies of one another.

The first shell alone therefore costs about $6\times20\times\sqrt{0.0344^2+0.0119^2}=4.4$ meV/atom rms. A larger cell helps slowly, as $N^{-1/2}$. It is better to choose the filling.

## What can be matched

The obvious repair is to demand $\delta=0$ for every cluster. Equation (2) forbids it: the deviations must add up to $-v$. Matching near shells pushes this fixed total outwards.

There is also a limit on how much a distant shell can absorb. For one translation $\mathbf R$, let $f$ be the fraction of links $i\to i+\mathbf R$ that join unlike atoms. Then $\Pi(\mathbf R)=1-2f$. Each B atom starts one link and ends one, so at most $2xN$ links are mixed, and

$$\Pi(\mathbf R)\ge1-4x .\tag{4}$$

At $x=1/4$ the correlation cannot be negative. Labelled by their nearest image, the 63 nonzero translations fall on shells 1, 2, 3, 4, 5, 6 and 8, in numbers 12, 6, 24, 6, 12, 2 and 1. If shells 1 to 6 were all matched, the single translation on shell 8 would have to carry the whole $-0.75$. Its correlation would be $0.25-0.75=-0.50$, below the limit of zero. In this cell a first unmatched shell must therefore occur no later than the sixth.

The conclusion depends on composition. At $x=1/2$ all targets vanish, $v=1$, and the last translation would need $\Pi=-1$, which (4) allows. In the dilute extreme of one B atom, $x=1/N$, there is nothing to choose: every $\Pi(\mathbf R)$ equals $1-4x$, so every deviation is $-4x^2$. More generally, exact matching of a pair shell requires the target number of BB pairs, $Nz_sx^2/2$, to be an integer. Here it is $2z_s$, so this condition is met.

Many-body clusters add their own integer conditions. With $b=(1+\sigma)/2$, which is 1 on B and 0 on A, expand the products of $\sigma=2b-1$. Let $P,T,F$ be the fractions of nearest-neighbour pairs, triangles and tetrahedra made wholly of B. Then

$$\Pi_{\rm tri}=8T-12P+6x-1,\qquad
\Pi_{\rm tet}=16F-32T+24P-8x+1 .$$

The random alloy has $P=x^2$, $T=x^3$, $F=x^4$. If the pairs are exact, subtraction leaves

$$\delta_{\rm tri}=8(T-x^3),\qquad \delta_{\rm tet}=16(F-x^4)-32(T-x^3).$$

The cell has 512 triangles and 128 tetrahedra, so the random targets are 8 BBB triangles and half a BBBB tetrahedron. In terms of the counts $n_3$ and $n_4$,

$$\delta_{\rm tri}=\frac{n_3-8}{64},\qquad
\delta_{\rm tet}=\frac{n_4-\frac12}{8}-\frac{n_3-8}{16}.$$

If $n_3=8$, the tetrahedron misses by at least $1/16$. If $n_3\ne8$, the triangle misses by at least $1/64$. With exact pairs, the two misses together cannot fall below $1/64$.

## The objective and the annealing

A plain sum of absolute misses would be a poor objective, because it could trade a pair for a triangle. Since $\Pi_s=4P_s-4x+1$, one extra BB pair changes $\Pi_s$ by $4/(Nz_s/2)=8/(Nz_s)$. On the first shell this is $1/96$, less than $1/64$. The counts of 25 nearest BB pairs (target 24), $n_3=10$ and $n_4=1$ would make both many-body misses vanish, so a filling with these counts and the other pair shells exact would score $1/96$, better than $1/64$, while having the wrong nearest-neighbour energy. I therefore give pairs weight 4:

$$Q=4\sum_{s=1}^{4}|\delta_s|+|\delta_{\rm tri}|+|\delta_{\rm tet}| .$$

The cheapest pair error is now one pair on shell 3, at $4\times8/(64\times24)=1/48$, which exceeds $1/64$. Hence $Q\ge1/64$ for every filling, and a filling that reaches this value has all four pair shells exact. The search has a proven stopping point.

Accepting only improvements would halt the search wherever no single exchange lowers $Q$. Annealing accepts some steps uphill:

1. Place the B atoms at random and compute $Q$.
2. Pick one B and one A at random and exchange them. This keeps $m$ fixed.
3. Accept the exchange with probability $\min[1,e^{-\Delta Q/T}]$; otherwise undo it.
4. At step $t$ of a 2000-step cycle use $T=0.10\,(0.015/0.10)^{t/2000}$, then reheat and repeat.
5. Stop when $Q=1/64$.

An exchange and its reverse are proposed equally often. At fixed $T$ the acceptance rule then balances the traffic between two fillings when their weights are in the ratio $e^{-\Delta Q/T}$, so low $Q$ is favoured increasingly as $T$ falls. This $T$ is a dimensionless search parameter, unrelated to the alloy's temperature. Its range covers the smallest pair steps in $Q$, which run from $1/48=0.021$ to $1/12=0.083$ over the first three shells.

For larger cells the pair sums should be updated, not recomputed. With $h=C\sigma$, exchanging B at $i$ with A at $j$ changes $\sigma_i$ by $-2$ and $\sigma_j$ by $+2$, so

$$\Delta(\sigma^{\rm T}C\sigma)=4(h_j-h_i)-8C_{ij}.$$

The first part is the change computed with $h$ held at its old values. The second corrects for the link between the two exchanged atoms.

The run shown in the numerical output fell from $Q=0.531$ to $0.015625=1/64$ in 949 proposals. It ended with $n_3=9$ and $n_4=1$: the triangle correlation is $-0.1094$ instead of $-0.1250$, and the tetrahedron is exact. The output lists the B sites as integers $n_1n_2n_3$, multiplying the primitive vectors $\frac a2(0,1,1)$, $\frac a2(1,0,1)$ and $\frac a2(1,1,0)$.

## How the energy error follows

In this SQS, shells 1 to 4 and also shell 6 have $\Pi=0.25$, while shell 5 has 0.2083. Thus

$$\Delta E=12\times0.032\times(0.2083-0.25)=-0.016\ \text{meV/atom}.$$

A direct sum over interatomic distances and periodic images gives the same value. Equation (2) shows where the missing correlation went: the 12 translations on shell 5 carry $12\times(-0.0417)=-0.50$, and the one on shell 8, with $\Pi=0$, carries $-0.25$.

One cell could have a small leading deviation by luck, so the claim needs a sample. For each $n$, 30 cells were made with the first $n$ pair shells exact and nothing else steered. All energies are rms values in meV/atom; "rest" is the rms of all later terms divided by that of the first unmatched one.

| Matched $n$ | Error | Shell $n+1$ term | Rest |
|---|---|---|---|
| 0 | 4.23 | 4.28 | 0.16 |
| 1 | 0.74 | 0.76 | 0.30 |
| 2 | 0.24 | 0.24 | 0.20 |
| 3 | 0.052 | 0.057 | 0.22 |
| 4 | 0.017 | 0.018 | 0.13 |

With 30 cells, an rms value is uncertain by roughly a tenth. The error and the first unmatched term, taken over the same cells, agree to about a tenth in every row. It does not simply fall by the factor 5 of $J_s$, because $z_s$ and the typical $\delta_s$ change too.

The last row also contains a bias. With four shells matched, (2) becomes $12\delta_5+2\delta_6+\delta_8=-0.75$, where $\delta_6$ and $\delta_8$ are averages over their translations. By (4), neither can be below $-0.25$, so

$$12\delta_5=-0.75-2\delta_6-\delta_8\le0 .$$

Every such cell has $\delta_5\le0$. For $J_5>0$ the shell-5 energy term is never positive, and averaging over several SQSs of this size and shape cannot cancel it unless it is zero in each. Zero is possible, but only when $\delta_6=\delta_8=-0.25$, that is, with one B atom in each group of four sites joined by the translation $n_1n_2n_3=111$. The filling 011 012 021 022 033 102 111 201 210 212 220 232 302 313 330 332 has this form, with shells 1 to 5 exact and $Q=1/64$; its error is the shell-6 term alone, $4\times(-0.0064)\times(-0.25)=+0.0064$ meV/atom. The bias is thus removed by steering shell 5 as well; matching shell 6 on top of that needs a different cell.

The condition on $J_s$ matters as well. Keep the cells with only shell 1 matched, but set $J_1,J_2,J_3=20,-0.2,4$ meV and the rest to zero. The first unmatched term is then 0.038 meV/atom rms, while the actual error is 1.15 meV/atom, in line with the shell-3 term of 1.15. Equation (3) warns of this beforehand: the expected spreads are $3\times0.2\times0.0515=0.03$ meV/atom for shell 2 and $12\times4\times0.0213=1.0$ meV/atom for shell 3. When pair energies are known and dominate, shells should be ranked by $z_s|J_s|$ times the expected deviation; distance is a substitute that works when the interaction decays fast.

Long-ranged interactions meet another limit. At a repeat vector of the cell an atom meets its own copy, so $\Pi=1$ and $\delta=1-m^2=0.75$ whatever the filling. Here the shortest repeat is four nearest-neighbour distances. Annealing cannot remove that error; enlarging the cell moves it outwards.

## Beside a real alloy

The parameters lie in the rough regime of an ordering copper–gold alloy, with a nearest-neighbour energy of tens of meV. The regular factor $-1/5$ is a choice made to display the ladder, not a property of that alloy. In the model, the ordered L1$_2$ structure lies 42 meV/atom below the random alloy. On that scale an SQS error of 0.016 meV/atom is negligible, but it is not the accuracy of a prediction for a real material.

One assumption to question is randomness itself. Canonical Monte Carlo sampling of the same pair model at 1000 K, on 512 sites, lowers the energy by $11.8\pm0.1$ meV/atom relative to the random alloy, through short-range order. Of this, the fixed composition of the finite box would give about $-0.2$ meV/atom even for random filling, without short-range order; a box of 1372 sites gives a lowering of $11.6\pm0.1$ meV/atom. The shift is some 700 times the SQS error. An alloy equilibrated at such a temperature calls for a cell annealed toward its measured or simulated correlations instead of $m^k$.

Atoms of different size also leave their lattice sites. Take nearest-neighbour springs of 30 N/m, or $1.87\times10^5$ meV/nm$^2$, a mean distance of 0.265 nm and a difference of 0.03 nm between BB and AA bond lengths, all rough values. A bond's natural length departs from the mean by $0.03(\tau_i+\tau_j)/4$ nm. With $\delta_1=0$ the mean square of $(\tau_i+\tau_j)/4$ is $2v/16=0.094$, so six bonds per atom store

$$6\times\tfrac12(1.87\times10^5)(0.03)^2\times0.094\simeq47\ \text{meV/atom}.$$

Relaxing the SQS at fixed cell shape releases 10 meV/atom, in both the linear and the full nonlinear spring model. This is the energy missed by leaving the atoms on ideal sites. The figure depends on the cell: in the linear model a large random cell releases 11.4 meV/atom, so the 64-site cell falls about 1.2 meV/atom short, far more than its pair error.

Finally, suppose each nearest-neighbour triangle carries 2 meV. There are 8 triangles per atom, so the SQS errs by $8\times2/64=0.25$ meV/atom. The cells matched on four pair shells alone err by 0.43 meV/atom rms. Both exceed the pair error of 0.016 meV/atom. Once the near pairs are exact, a many-body interaction of this size makes the triangle, not the fifth pair shell, the first unmatched cluster that matters.

## Computed values

```
cell: N = 64 sites, B atoms = 16, x = 0.25, m = -0.5
targets m^2, m^3, m^4 = 0.25, -0.125, 0.0625
coordination z, shells 1-6: 12 6 24 12 24 8
J, shells 1-6 (meV): 20.0000 -4.0000 0.8000 -0.1600 0.0320 -0.0064
random-alloy energy, formula = 29.2496 meV/atom
same, big random crystals = 29.462 +- 0.276 meV/atom
triangle, big crystals = -0.1269 +- 0.0027
tetrahedron, big crystals = 0.0644 +- 0.0026
random cells: mean deviation, formula = -0.01190
  sampled, shells 1-3: -0.01161 -0.01131 -0.01193
  spread, formula, shells 1-3: 0.0344 0.0515 0.0213
  spread, sampled, shells 1-3: 0.0348 0.0517 0.0211
annealing: T from 0.1 to 0.015, cycle 2000, pair weight 4.0
SQS: Q start = 0.5313, Q end = 0.015625, proposals = 949
SQS B sites (n1n2n3): 000 001 010 013 022 033 110 112 120 122 123 130 203 210 310 321
SQS pair correlations, shells 1-6: 0.2500 0.2500 0.2500 0.2500 0.2083 0.2500
SQS triangle = -0.109375, tetrahedron = 0.062500
SQS counts: BBB triangles = 9, BBBB tetrahedra = 1
random targets: BBB = 8.0, BBBB = 0.5
translation classes (shell:count): 1:12 2:6 3:24 4:6 5:12 6:2 8:1
SQS shell-8 correlation = 0.0000
sum of class deviations = -0.7500
shell 8 needed if 1-6 matched = -0.50, lowest possible = 0.00
SQS energy error = -0.01600 meV/atom
  its shell-5 term = -0.01600 meV/atom
  its shell-6 term = -0.00000 meV/atom
ladder, 30 cells each, rms in meV/atom:
  matched 0: error 4.2310, shell 1 term 4.2757, rest/term 0.16
  matched 1: error 0.7447, shell 2 term 0.7569, rest/term 0.30
  matched 2: error 0.2412, shell 3 term 0.2380, rest/term 0.20
  matched 3: error 0.0520, shell 4 term 0.0570, rest/term 0.22
  matched 4: error 0.0167, shell 5 term 0.0176, rest/term 0.13
counterexample J, shells 1-3 (meV): 20.0 -0.2 4.0
  shell 1 matched: rms error = 1.148 meV/atom
  rms shell-2 term = 0.038, shell-3 term = 1.153 meV/atom
L1_2 order minus random = -42.235 meV/atom
short-range order at 1000 K (kT = 86.17 meV), 512 sites:
  energy shift = -11.79 +- 0.11 meV/atom
  uphill/downhill balance = 0.997
springs: 30.0 N/m, size difference 0.03 nm, mean distance 0.265 nm
  strain energy before relaxation = 47.40 meV/atom
  energy released, linear = 10.16, nonlinear = 10.18 meV/atom
triangle interaction 2.0 meV, 8 triangles per atom:
  rms error, pair-only cells = 0.433 meV/atom
  error, SQS = 0.250 meV/atom
```
